# Todorov's Equation and the Mass Formula for Two Charged Scalars: test program

```python
"""
Two spinless particles (masses m1, m2, charges +e and -e), hbar = c = 1.
Results under test:
  Todorov equation  [p^2 - (eps_w + alpha/r)^2 + m_w^2] psi = 0,
     eps_w = (w^2 - m1^2 - m2^2)/(2w),  m_w = m1 m2 / w,  w = total mass;
  mass formula  w^2 = m1^2 + m2^2 + 2 m1 m2 / sqrt(1 + alpha^2/(n - delta_l)^2),
     delta_l = l + 1/2 - sqrt((l + 1/2)^2 - alpha^2);
  its alpha^4 term equals that of the spinless Breit Hamiltonian for l >= 1,
  and for l = 0 after adding the contact term (2 pi alpha / w) delta^3(r);
  for m2 -> infinity, w - m2 becomes the Klein-Gordon Coulomb energy.
Symbols: M = m1 + m2, mu = m1 m2 / M, nu = mu / M.
Masses are in electron masses; energy / alpha^2 is then in hartree.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.constants import fine_structure, physical_constants
from scipy.integrate import dblquad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

mp.mp.dps = 50


def mass_formula(m1, m2, alpha, n, l, defect=True):
    m1, m2, alpha = mp.mpf(m1), mp.mpf(m2), mp.mpf(alpha)
    half = l + mp.mpf(1) / 2
    delta = half - mp.sqrt(half**2 - alpha**2) if defect else mp.mpf(0)
    root = mp.sqrt(1 + alpha**2 / (n - delta)**2)
    return mp.sqrt(m1**2 + m2**2 + 2 * m1 * m2 / root)


def effective_particle(w, m1, m2):
    return (w**2 - m1**2 - m2**2) / (2 * w), m1 * m2 / w


# --- kinematics: effective momentum against the root of the energy balance
m1, m2 = 1.0, 3.0
w_scatter = 4.7
b_root = brentq(lambda b: np.hypot(m1, b) + np.hypot(m2, b) - w_scatter, 0, 5)
eps_s, mass_s = effective_particle(w_scatter, m1, m2)
assert abs(b_root**2 - (eps_s**2 - mass_s**2)) < 1e-10

# --- threshold expansion of b^2 and eps_w
a1, a2, W = sp.symbols("a1 a2 W", positive=True)
eps_sym = (W**2 - a1**2 - a2**2) / (2 * W)
b2_sym = eps_sym**2 - (a1 * a2 / W)**2
nu_sym = a1 * a2 / (a1 + a2)**2
at_threshold = {W: a1 + a2}
assert sp.simplify(b2_sym.subs(at_threshold)) == 0
assert sp.simplify(sp.diff(b2_sym, W).subs(at_threshold)
                   - 2 * a1 * a2 / (a1 + a2)) == 0
assert sp.simplify(sp.diff(b2_sym, W, 2).subs(at_threshold) / 2
                   - (1 - 3 * nu_sym)) == 0
assert sp.simplify(sp.diff(eps_sym, W).subs(at_threshold) - (1 - nu_sym)) == 0

# --- one-photon exchange from explicit four-vectors against Coulomb + contact
metric = np.diag([1.0, -1.0, -1.0, -1.0])
alpha_test = 0.1
for angle in (0.3, 1.1, 2.8):
    p_in = b_root * np.array([0.0, 0.0, 1.0])
    p_out = b_root * np.array([np.sin(angle), 0.0, np.cos(angle)])
    e1, e2 = np.hypot(m1, b_root), np.hypot(m2, b_root)
    sum1 = np.r_[2 * e1, p_in + p_out]
    sum2 = np.r_[2 * e2, -(p_in + p_out)]
    q2 = np.sum((p_out - p_in)**2)
    amplitude = 4 * np.pi * alpha_test * (sum1 @ metric @ sum2) / q2
    potential = (-8 * np.pi * alpha_test * eps_s / q2
                 + 2 * np.pi * alpha_test / w_scatter)
    assert abs(-amplitude / (2 * w_scatter) - potential) < 1e-10

# --- magnetic kernel: position space against transverse exchange,
#     zz component weighted with z^2 exp(-r^2/2)
position_side = dblquad(
    lambda c, r: 2 * np.pi * r**4 * c**2 * np.exp(-r**2 / 2)
    * (1 + c**2) / (2 * r) if r > 0 else 0.0, 0, 12, -1, 1)[0]
momentum_side = dblquad(
    lambda c, q: 2 * np.pi * (2 * np.pi)**-1.5 * 4 * np.pi * (1 - c**2)
    * (1 - q**2 * c**2) * np.exp(-q**2 / 2), 0, 12, -1, 1)[0]
assert abs(position_side - momentum_side) < 1e-7

# --- exact hydrogenic averages in units mu = alpha = 1
r = sp.symbols("r", positive=True)


def averages(n, l):
    """<p^4>, magnetic average, <1/r>, <1/r^2>, l(l+1)<1/r^3>, 2 pi psi(0)^2."""
    poly = sp.expand(r**l * sp.assoc_laguerre(n - l - 1, 2 * l + 1, 2 * r / n))

    def integral(expr):
        terms = sp.Poly(sp.expand(expr), r).terms()
        return sum(c * sp.factorial(k) * sp.Rational(n, 2)**(k + 1)
                   for (k,), c in terms)

    d1 = sp.diff(poly, r) - poly / n
    d2 = sp.diff(d1, r) - d1 / n
    laplacian = d2 + 2 * d1 / r - l * (l + 1) * poly / r**2
    norm = integral(poly**2 * r**2)
    p4 = integral(laplacian**2 * r**2) / norm
    centrifugal = integral(l * (l + 1) * poly**2 / r) / norm if l else sp.Integer(0)
    magnetic = 2 * integral(d1**2 * r) / norm + centrifugal
    inv1 = integral(poly**2 * r) / norm
    inv2 = integral(poly**2) / norm
    contact = poly.subs(r, 0)**2 / (2 * norm)
    return p4, magnetic, inv1, inv2, centrifugal, contact


def breit_parts(mass1, mass2, n, l):
    """Kinetic and magnetic shifts in units of mu alpha^4."""
    x1, x2 = sp.Integer(mass1), sp.Integer(mass2)
    mu = x1 * x2 / (x1 + x2)
    p4, magnetic = averages(n, l)[:2]
    kinetic = -mu**3 * (1 / x1**3 + 1 / x2**3) * p4 / 8
    return kinetic, -mu**2 * magnetic / (2 * x1 * x2)


def formula_alpha4(mass1, mass2, n, l):
    """alpha^4 coefficient of the mass formula (units mu), taken numerically."""
    a = mp.mpf("1e-6")
    total = mp.mpf(mass1 + mass2)
    mu = mass1 * mass2 / total
    w = mass_formula(mass1, mass2, a, n, l)
    return (w - total + mu * a**2 / (2 * n**2)) / (mu * a**4)


states = [(n, l) for n in range(1, 5) for l in range(n)]
max_gap = 0.0
for n, l in states:
    p4, magnetic, inv1, inv2, centrifugal, contact = averages(n, l)
    energy = -sp.Rational(1, 2 * n**2)
    assert sp.simplify(centrifugal + contact - inv2) == 0
    assert sp.simplify(magnetic - (4 * energy * inv1 + 3 * inv2 - contact)) == 0
    for pair in ((1, 1), (1, 3), (2, 5)):
        nu = sp.Rational(pair[0] * pair[1], sum(pair)**2)
        breit = sum(breit_parts(*pair, n, l))
        # coefficient c of -c alpha^2/r^2 demanded by the Breit energies
        c_needed = (-2 * (1 - nu) * energy * inv1 - (1 - 3 * nu) * energy**2
                    + nu * contact - 2 * breit) / inv2
        assert sp.simplify(c_needed - 1) == 0
        from_formula = formula_alpha4(*pair, n, l)
        contact_shift = float(nu * contact / 2)
        gap = abs(float(from_formula) + contact_shift - float(breit))
        max_gap = max(max_gap, gap)
        assert gap < 1e-9
        closed = (3 / (8 * n**4) - 1 / (n**3 * (2 * l + 1))
                  - float(nu) / (8 * n**4))
        assert abs(float(from_formula) - closed) < 1e-9
        assert abs(contact_shift - (float(nu) / n**3 if l == 0 else 0)) < 1e-12


# --- radial equation on a logarithmic grid, psi = y(ln r) Y_lm / sqrt(r)
step = 0.005
x_grid = np.arange(-35.0, 6.6, step)
r_grid = np.exp(x_grid)


def grid_level(kinematics, alpha, n, l, low, high, square_term=1.0):
    def node_eigenvalue(w):
        eps, mass = kinematics(w)
        diagonal = (2 / step**2 + (l + 0.5)**2 - square_term * alpha**2
                    - 2 * eps * alpha * r_grid + (mass**2 - eps**2) * r_grid**2)
        off = np.full(len(r_grid) - 1, -1 / step**2)
        k = n - l - 1
        return eigh_tridiagonal(diagonal, off, eigvals_only=True,
                                select="i", select_range=(k, k))[0]
    return brentq(node_eigenvalue, low, high, xtol=1e-10)


strong = 0.4


def two_body(w):
    return effective_particle(w, m1, m2)


grid_rows = []
for n, l in ((1, 0), (2, 0), (2, 1), (3, 2)):
    w_grid = grid_level(two_body, strong, n, l, 3.61, 3.999)
    w_formula = float(mass_formula(m1, m2, strong, n, l))
    assert abs(w_grid - w_formula) < 1e-6
    grid_rows.append((n, l, w_grid, w_formula))
w_grid_no_square = grid_level(two_body, strong, 1, 0, 3.61, 3.999, 0.0)
w_no_defect = float(mass_formula(m1, m2, strong, 1, 0, defect=False))
assert abs(w_grid_no_square - w_no_defect) < 1e-6

# --- one-body limit: Klein-Gordon level from the grid, then the recoil term;
#     the reference mass is so large that its own recoil shift is negligible
kg_grid = grid_level(lambda e: (e, 1.0), strong, 1, 0, 0.5, 0.9995)
heavy = mp.mpf(10)**16
kg_limit = mass_formula(1, heavy, strong, 1, 0) - heavy
assert abs(float(kg_limit) - kg_grid) < 1e-6
recoil_numeric = float((mass_formula(1, 10**6, strong, 1, 0) - 10**6
                        - kg_limit) * 10**6)
recoil_formula = (1 - kg_grid**2) / 2
assert abs(recoil_numeric - recoil_formula) < 1e-4 * recoil_formula

# --- worked example
alpha = fine_structure
total_mass = m1 + m2
mu = m1 * m2 / total_mass
nu = mu / total_mass
scale = mu * alpha**2 * 1e6
print(f"alpha = {alpha:.10f} (dimensionless)")
print(f"m1 = {m1:.1f}, m2 = {m2:.1f}, M = {total_mass:.1f}, mu = {mu:.4f} (electron masses)")
print(f"nu = mu/M = {nu:.4f} (dimensionless)")
print(f"largest alpha^4 mismatch, {len(states)} states x 3 mass pairs = {max_gap:.1e} (mu alpha^4)")
shifts = {}
for name, n, l in (("1s", 1, 0), ("2s", 2, 0), ("2p", 2, 1)):
    kinetic, magnetic = (float(v) * scale for v in breit_parts(1, 3, n, l))
    formula = float(formula_alpha4(1, 3, n, l)) * scale
    contact = float(averages(n, l)[5]) * nu / 2 * scale
    nonrel = -mu / (2 * n**2)
    exact = (mass_formula(m1, m2, alpha, n, l) - total_mass) / mp.mpf(alpha)**2
    remainder = float((exact - mp.mpf(nonrel)) * 10**6) - formula
    shifts[name] = (formula, contact)
    print(f"{name}: nonrelativistic energy = {nonrel:.6f} hartree")
    print(f"{name}: Breit kinetic shift = {kinetic:.5f} microhartree")
    print(f"{name}: Breit magnetic shift = {magnetic:.5f} microhartree")
    print(f"{name}: Breit total shift = {kinetic + magnetic:.5f} microhartree")
    print(f"{name}: mass-formula alpha^4 shift = {formula:.5f} microhartree")
    print(f"{name}: contact shift = {contact:.5f} microhartree")
    print(f"{name}: mass formula, w - M = {float(exact):.10f} hartree")
    print(f"{name}: mass formula beyond alpha^4 = {remainder:.2e} microhartree")
split_formula = shifts["2s"][0] - shifts["2p"][0]
split_full = split_formula + shifts["2s"][1]
hartree_ev = physical_constants["Hartree energy in eV"][0]
print(f"E(2s)-E(2p), mass formula alone = {split_formula:.5f} microhartree")
print(f"E(2s)-E(2p), with contact term = {split_full:.5f} microhartree")
print(f"E(2s)-E(2p), with contact term = {split_full * hartree_ev:.3f} microelectronvolt")
print(f"strong coupling alpha = {strong} (dimensionless), same masses:")
for n, l, w_grid, w_formula in grid_rows:
    print(f"n={n} l={l}: w grid = {w_grid:.7f}, formula = {w_formula:.7f} (electron masses)")
print(f"n=1 l=0 without alpha^2/r^2: w grid = {w_grid_no_square:.7f} (electron masses)")
print(f"n=1 l=0 with delta_l = 0: w formula = {w_no_defect:.7f} (electron masses)")
delta_strong = 0.5 - np.sqrt(0.25 - strong**2)
print(f"delta_0 at alpha = {strong}: {delta_strong:.4f} (dimensionless)")
w_critical = float(mass_formula(m1, m2, 0.5, 1, 0))
print(f"n=1 l=0 at the limit alpha = 1/2: w = {w_critical:.6f} (electron masses)")
print(f"Klein-Gordon 1s energy, m1 = 1, grid = {kg_grid:.7f} (electron masses)")
for heavy_mass in (3, 10, 100, 1000):
    value = float(mass_formula(1, heavy_mass, strong, 1, 0) - heavy_mass)
    print(f"1s w - m2 for m2 = {heavy_mass}: {value:.7f} (electron masses)")
print(f"recoil coefficient m2*(w-m2-eps): numeric = {recoil_numeric:.5f} (electron masses^2)")
print(f"recoil coefficient (m1^2-eps^2)/2 = {recoil_formula:.5f} (electron masses^2)")
print("all assertions hold")
```

It prints:

```
alpha = 0.0072973526 (dimensionless)
m1 = 1.0, m2 = 3.0, M = 4.0, mu = 0.7500 (electron masses)
nu = mu/M = 0.1875 (dimensionless)
largest alpha^4 mismatch, 10 states x 3 mass pairs = 1.4e-12 (mu alpha^4)
1s: nonrelativistic energy = -0.375000 hartree
1s: Breit kinetic shift = -10.92069 microhartree
1s: Breit magnetic shift = -7.48847 microhartree
1s: Breit total shift = -18.40916 microhartree
1s: mass-formula alpha^4 shift = -25.89763 microhartree
1s: contact shift = 7.48847 microhartree
1s: mass formula, w - M = -0.3750259006 hartree
1s: mass formula beyond alpha^4 = -2.92e-03 microhartree
2s: nonrelativistic energy = -0.093750 hartree
2s: Breit kinetic shift = -1.77461 microhartree
2s: Breit magnetic shift = -1.40409 microhartree
2s: Breit total shift = -3.17870 microhartree
2s: mass-formula alpha^4 shift = -4.11476 microhartree
2s: contact shift = 0.93606 microhartree
2s: mass formula, w - M = -0.0937541151 hartree
2s: mass formula beyond alpha^4 = -3.81e-04 microhartree
2p: nonrelativistic energy = -0.093750 hartree
2p: Breit kinetic shift = -0.31852 microhartree
2p: Breit magnetic shift = -0.46803 microhartree
2p: Breit total shift = -0.78655 microhartree
2p: mass-formula alpha^4 shift = -0.78655 microhartree
2p: contact shift = 0.00000 microhartree
2p: mass formula, w - M = -0.0937507866 hartree
2p: mass formula beyond alpha^4 = -1.01e-05 microhartree
E(2s)-E(2p), mass formula alone = -3.32821 microhartree
E(2s)-E(2p), with contact term = -2.39215 microhartree
E(2s)-E(2p), with contact term = -65.094 microelectronvolt
strong coupling alpha = 0.4 (dimensionless), same masses:
n=1 l=0: w grid = 3.9200207, formula = 3.9200208 (electron masses)
n=2 l=0: w grid = 3.9821002, formula = 3.9821002 (electron masses)
n=2 l=1: w grid = 3.9846065, formula = 3.9846065 (electron masses)
n=3 l=2: w grid = 3.9932736, formula = 3.9932736 (electron masses)
n=1 l=0 without alpha^2/r^2: w grid = 3.9459929 (electron masses)
n=1 l=0 with delta_l = 0: w formula = 3.9459929 (electron masses)
delta_0 at alpha = 0.4: 0.2000 (dimensionless)
n=1 l=0 at the limit alpha = 1/2: w = 3.773942 (electron masses)
Klein-Gordon 1s energy, m1 = 1, grid = 0.8944271 (electron masses)
1s w - m2 for m2 = 3: 0.9200208 (electron masses)
1s w - m2 for m2 = 10: 0.9036023 (electron masses)
1s w - m2 for m2 = 100: 0.8954183 (electron masses)
1s w - m2 for m2 = 1000: 0.8945271 (electron masses)
recoil coefficient m2*(w-m2-eps): numeric = 0.10000 (electron masses^2)
recoil coefficient (m1^2-eps^2)/2 = 0.10000 (electron masses^2)
all assertions hold
```
